# Pressure Exponent of Electron Density with Singly and Doubly Ionized Oxygen Vacancies: verification in Python

```python
"""Electron density n of an oxide whose donors are oxygen vacancies V+ and V2+.
Result under test: m = d ln n / d ln p = -1/(2(3-f)), f = [V+]/n, p = O2 pressure.
Thus m runs from -1/4 (low p) to -1/6 (high p), and m = -1/5 when [V+] = 2[V2+].
Reference side: Gibbs weights of an oxygen site, neutrality solved for the Fermi
level, numerical derivatives.  eta = (Fermi level - band edge)/kT.
Densities in cm^-3, energies in eV, pressures in Torr, temperatures in K.
c[0], c[1], c[2] are the densities of neutral, singly and doubly ionized vacancies.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Round model parameters, rough regime of reduced titanium dioxide
T_HOT, T_USE = 1100.0, 300.0
MASS = 3.0            # electron and hole density-of-states mass / free mass
N_O = 6.4e22          # oxygen sites
G0 = 2.5              # free energy to remove one O at P0 and T_HOT
E1, E2 = 0.10, 0.50   # first and second ionization energies
P0 = 760.0
EPS_R = 60.0          # static relative permittivity
GAP = 2.5             # band gap at T_HOT
N_ACC = 1.0e17        # background acceptors used for sizing
KB = sc.k / sc.e
KT = KB * T_HOT


def band_density(temperature):
    return 2e-6 * (MASS * sc.m_e * sc.k * temperature
                   / (2 * np.pi * sc.hbar**2))**1.5


NC = band_density(T_HOT)
BJERRUM = 100 * sc.e / (4 * np.pi * sc.epsilon_0 * EPS_R * KT)  # cm
GRID = np.linspace(0.0, 9.0, 901)


def fermi_half(eta):
    """Normalized Fermi integral; tends to exp(eta) for eta << 0."""
    y = GRID**2 / (1 + np.exp(GRID**2 - eta))
    return 4 / np.sqrt(np.pi) * (y.sum() - 0.5 * y[-1]) * GRID[1]


def state(p, fermi=False, screen=False, holes=False, sites=False, acceptor=0.0):
    """Equilibrium densities from Gibbs weights and charge neutrality."""
    w0 = np.exp(-G0 / KT) * (p / P0)**-0.5
    shift, debye = 0.0, np.inf

    def densities(eta, a):
        w = w0 * np.array([1.0, 2 * np.exp(-E1 / KT - eta + a),
                           np.exp(-(E1 + E2) / KT - 2 * eta + 4 * a)])
        c = N_O * w / (1 + w.sum() if sites else 1.0)
        n = NC * (fermi_half(eta + a) if fermi else np.exp(eta + a))
        h = NC * np.exp(-GAP / KT - eta + a) if holes else 0.0
        return n, h, c

    def imbalance(eta, a):
        n, h, c = densities(eta, a)
        return np.log(h + c[1] + 2 * c[2]) - np.log(n + acceptor)

    for _ in range(30 if screen else 1):
        eta = brentq(imbalance, -45, 25, args=(shift,), xtol=1e-13, rtol=1e-14)
        n, h, c = densities(eta, shift)
        if screen:
            ionic = n + h + acceptor + c[1] + 4 * c[2]
            debye = 1 / np.sqrt(4 * np.pi * BJERRUM * ionic)
            shift = BJERRUM / (2 * debye)
    return dict(n=n, h=h, c=c, eta=eta, debye=debye)


def log_slope(function, p, step=0.01):
    up, down = function(p * np.exp(step)), function(p * np.exp(-step))
    return np.log(up / down) / (2 * step)


def slope(p, **options):
    return log_slope(lambda q: state(q, **options)["n"], p)


def crossover_pressure(g0, e1, e2):
    return 16 * P0 * (N_O / NC)**2 * np.exp((4 * e2 - 2 * e1 - 2 * g0) / KT)


# Band density against direct integration of the density of states
dos = (2 * MASS * sc.m_e / sc.hbar**2)**1.5 / (2 * np.pi**2)
integral = quad(lambda u: np.sqrt(u) * np.exp(-u), 0, np.inf)[0]
assert abs(dos * (sc.k * T_HOT)**1.5 * integral * 1e-6 / NC - 1) < 1e-6
exact_fd = quad(lambda u: np.sqrt(u) / (1 + np.exp(u - 1.0)), 0, 60)[0]
assert abs(fermi_half(1.0) / (exact_fd * 2 / np.sqrt(np.pi)) - 1) < 1e-6

# Derived constants and crossover against a search in the Gibbs-weight model
K1 = 2 * NC * N_O * np.exp(-(G0 + E1) / KT)
K2 = NC**2 * N_O * np.exp(-(G0 + E1 + E2) / KT)
n_star = NC * np.exp(-E2 / KT)
p_star = crossover_pressure(G0, E1, E2)


def find_ratio(target):
    """Pressure at which [V+]/[V2+] equals target."""
    def miss(lnp):
        c = state(np.exp(lnp))["c"]
        return np.log(c[1] / c[2] / target)
    return np.exp(brentq(miss, np.log(1e-20), np.log(1e6), xtol=1e-12))


p_equal_charge, p_equal_number = find_ratio(2.0), find_ratio(1.0)
at_star = state(p_equal_charge)
assert abs(p_equal_charge / p_star - 1) < 1e-8
assert abs(at_star["n"] / n_star - 1) < 1e-8
assert abs(2 * K2 / K1 / n_star - 1) < 1e-10
assert abs(at_star["eta"] * KT + E2) < 1e-8
assert abs(slope(p_equal_charge) + 1 / 5) < 1e-6
assert abs(slope(p_equal_number) + 3 / 16) < 1e-6

# Exponent law, mass action, cubic and universal curve over 24 decades
previous = -0.25
for ratio in 10.0**np.arange(-12, 13, 2):
    p = p_star * ratio
    s = state(p)
    n, c, m = s["n"], s["c"], slope(p)
    P = (p / P0)**-0.5
    assert abs(c[1] * n / (K1 * P) - 1) < 1e-8
    assert abs(c[2] * n**2 / (K2 * P) - 1) < 1e-8
    assert abs(m + 1 / (2 * (3 - c[1] / n))) < 1e-6
    assert previous < m < -1 / 6
    previous = m
    b = 0.5 * ratio**-0.5
    roots = np.roots([1.0, 0.0, -b, -b])
    positive = [r.real for r in roots if abs(r.imag) < 1e-9 and r.real > 0]
    x = n / n_star
    assert len(positive) == 1 and abs(positive[0] / x - 1) < 1e-6
    assert abs(((1 + x) / (2 * x**3))**2 / ratio - 1) < 1e-7
assert abs(slope(p_star * 1e-12) + 1 / 4) < 1e-3
assert abs(slope(p_star * 1e12) + 1 / 6) < 1e-3

# Curvature of the log-log plot
for ratio in (1e-3, 1.0, 1e3):
    p, d = p_star * ratio, 0.05
    bend = (slope(p * np.exp(d)) - slope(p * np.exp(-d))) / (2 * d)
    s = state(p)
    f = s["c"][1] / s["n"]
    assert abs(bend - f * (1 - f) / (4 * (3 - f)**3)) < 1e-5
    if ratio == 1.0:
        bend_star = bend
assert abs(bend_star - 1 / 250) < 1e-5


# Cation interstitials of charge z in a dioxide: one O2 released per interstitial
def interstitial_density(p, z):
    return np.exp(brentq(lambda u: np.log(z) - np.log(p) - z * u - u, -60, 60,
                         xtol=1e-13))


m_int = {z: log_slope(lambda q: interstitial_density(q, z), 1.0) for z in (3, 4)}
assert abs(m_int[4] + 1 / 5) < 1e-8 and abs(m_int[3] + 1 / 4) < 1e-8

# Acceptor law, and its limit when acceptors pin the doubly ionized vacancies
for p, acc in ((p_star, 1e18), (P0, N_ACC), (P0, 1e19)):
    s = state(p, acceptor=acc)
    c = s["c"]
    law = -(c[1] + 2 * c[2]) / (2 * (s["n"] + c[1] + 4 * c[2]))
    assert abs(slope(p, acceptor=acc) - law) < 1e-6
m_pinned = slope(P0, acceptor=1e19)
assert abs(m_pinned + 1 / 4) < 2e-3

# Degenerate electrons: law and steepest exponent
s = state(1e-14, fermi=True)
chi = np.log(fermi_half(s["eta"] + 1e-3) / fermi_half(s["eta"] - 1e-3)) / 2e-3
mean_charge = (s["c"][1] + 4 * s["c"][2]) / s["n"]
assert chi < 0.98
assert abs(slope(1e-14, fermi=True) + chi / (2 * (chi + mean_charge))) < 1e-5
best = minimize_scalar(lambda q: slope(10**q, fermi=True), bounds=(-22, -5),
                       method="bounded")
p_steep, m_steep = 10**best.x, best.fun
assert -0.25 < m_steep < slope(p_steep * 1e-3, fermi=True)
assert m_steep < slope(p_steep * 1e3, fermi=True)


# Vacancy total frozen at T_HOT, charge states re-equilibrated at T_USE
def quenched_density(p):
    total, kt, nc = state(p)["c"].sum(), KB * T_USE, band_density(T_USE)

    def imbalance(eta):
        w = np.array([1.0, 2 * np.exp(-E1 / kt - eta),
                      np.exp(-(E1 + E2) / kt - 2 * eta)])
        return np.log(total * (w[1] + 2 * w[2]) / w.sum()) - np.log(nc) - eta
    return nc * np.exp(brentq(imbalance, -45, 10, xtol=1e-13))


# Pressures where the exponent is still 0.01 from either end value
def find_slope(target):
    return np.exp(brentq(lambda q: slope(np.exp(q)) - target,
                         np.log(p_star) - 25, np.log(p_star) + 25))


p_low, p_high = find_slope(-0.25 + 0.01), find_slope(-1 / 6 - 0.01)

effects = {
    "Fermi statistics": dict(fermi=True),
    "screening": dict(screen=True),
    "holes": dict(holes=True),
    "site exclusion": dict(sites=True),
    "acceptors": dict(acceptor=N_ACC),
    "all five": dict(fermi=True, screen=True, holes=True, sites=True,
                     acceptor=N_ACC)}
assert abs(slope(p_star, **effects["all five"]) + 0.2) < 0.01

print(f"T = {T_HOT:.0f} K, kT = {KT:.5f} eV, mass = {MASS} m_e")
print(f"g0 = {G0} eV at {P0:.0f} Torr, E1 = {E1} eV, E2 = {E2} eV")
print(f"N_O = {N_O:.2e} cm^-3, Nc = {NC:.4e} cm^-3")
print(f"permittivity = {EPS_R:.0f}, gap = {GAP} eV, acceptors = {N_ACC:.1e} cm^-3")
print(f"K1 = {K1:.4e} cm^-6, K2 = {K2:.4e} cm^-9")
print(f"n* = {n_star:.4e} cm^-3")
print(f"p* = {p_star:.4e} Torr = {p_star * sc.torr:.4e} Pa")
c = at_star["c"]
print(f"at p*: V0 = {c[0]:.3e}, V+ = {c[1]:.3e}, V2+ = {c[2]:.3e} cm^-3")
print(f"at p*: vacant site fraction = {c.sum() / N_O:.2e}")
print(f"exponent at p* (equal charge) = {slope(p_star):.5f}")
print(f"exponent at equal number = {slope(p_equal_number):.5f}")
print(f"pressure of equal number = {p_equal_number:.3e} Torr")
print("p (Torr), n, V+, V2+ (cm^-3), f, exponent:")
for p in (1e-12, 1e-9, 1e-7, 1e-5, 1e-3, 1.0, P0):
    s = state(p)
    n, c = s["n"], s["c"]
    print(f"{p:.2e} {n:.3e} {c[1]:.3e} {c[2]:.3e} {c[1] / n:.4f} {slope(p):.4f}")
print(f"exponent {slope(p_low):.4f} at {p_low:.3e} Torr")
print(f"exponent {slope(p_high):.4f} at {p_high:.3e} Torr")
print(f"width between these = {np.log10(p_high / p_low):.2f} decades")
print(f"dm/dln p at p* = {bend_star:.5f}")
print(f"dm per decade at p* = {bend_star * np.log(10):.5f}")
print(f"exponent at p*/10 = {slope(p_star / 10):.4f}, "
      f"at 10 p* = {slope(10 * p_star):.4f}")
print(f"p* factor for E2 + 0.1 eV = {crossover_pressure(G0, E1, E2 + .1) / p_star:.1f}")
print(f"p* factor for g0 + 0.1 eV = {crossover_pressure(G0 + .1, E1, E2) / p_star:.4f}")
print(f"interstitial exponents: z=3 {m_int[3]:.4f}, z=4 {m_int[4]:.4f}")
print("neglected effect: exponent at p*, n/n*, exponent at 760 Torr")
for name, options in effects.items():
    print(f"{name}: {slope(p_star, **options):.5f} "
          f"{state(p_star, **options)['n'] / n_star:.4f} "
          f"{slope(P0, **options):.5f}")
print(f"Debye length at p* = {state(p_star, screen=True)['debye'] * 1e7:.2f} nm")
print(f"760 Torr, acceptors 1e19 cm^-3: exponent = {m_pinned:.4f}")
print(f"steepest exponent, Fermi statistics = {m_steep:.4f}")
print(f"  at p = {p_steep:.1e} Torr, n = {state(p_steep, fermi=True)['n']:.2e} cm^-3")
print(f"quenched from p* to {T_USE:.0f} K: n = {quenched_density(p_star):.3e} cm^-3")
print(f"quenched exponent at p* = {log_slope(quenched_density, p_star):.4f}")
print("PASS")
```

It prints:

```
T = 1100 K, kT = 0.09479 eV, mass = 3.0 m_e
g0 = 2.5 eV at 760 Torr, E1 = 0.1 eV, E2 = 0.5 eV
N_O = 6.40e+22 cm^-3, Nc = 9.1551e+20 cm^-3
permittivity = 60, gap = 2.5 eV, acceptors = 1.0e+17 cm^-3
K1 = 1.4344e+32 cm^-6, K2 = 3.3612e+50 cm^-9
n* = 4.6865e+18 cm^-3
p* = 1.2966e-07 Torr = 1.7286e-05 Pa
at p*: V0 = 1.722e+16, V+ = 2.343e+18, V2+ = 1.172e+18 cm^-3
at p*: vacant site fraction = 5.52e-05
exponent at p* (equal charge) = -0.20000
exponent at equal number = -0.18750
pressure of equal number = 4.668e-06 Torr
p (Torr), n, V+, V2+ (cm^-3), f, exponent:
1.00e-12 6.511e+19 6.074e+19 2.186e+18 0.9329 -0.2419
1.00e-09 1.304e+19 9.591e+18 1.724e+18 0.7356 -0.2208
1.00e-07 4.937e+18 2.533e+18 1.202e+18 0.5130 -0.2010
1.00e-05 2.033e+18 6.151e+17 7.090e+17 0.3026 -0.1854
1.00e-03 8.866e+17 1.410e+17 3.728e+17 0.1591 -0.1760
1.00e+00 2.696e+17 1.467e+16 1.275e+17 0.0544 -0.1697
7.60e+02 8.815e+16 1.627e+15 4.326e+16 0.0185 -0.1677
exponent -0.2400 at 2.635e-12 Torr
exponent -0.1767 at 6.422e-04 Torr
width between these = 8.39 decades
dm/dln p at p* = 0.00400
dm per decade at p* = 0.00921
exponent at p*/10 = -0.2097, at 10 p* = -0.1915
p* factor for E2 + 0.1 eV = 68.0
p* factor for g0 + 0.1 eV = 0.1212
interstitial exponents: z=3 -0.2500, z=4 -0.2000
neglected effect: exponent at p*, n/n*, exponent at 760 Torr
Fermi statistics: -0.19980 0.9989 -0.16769
screening: -0.20251 1.0410 -0.16830
holes: -0.20000 1.0000 -0.16766
site exclusion: -0.19999 1.0000 -0.16770
acceptors: -0.20153 0.9915 -0.21025
all five: -0.20373 1.0317 -0.21045
Debye length at p* = 5.06 nm
760 Torr, acceptors 1e19 cm^-3: exponent = -0.2501
steepest exponent, Fermi statistics = -0.2400
  at p = 1.2e-13 Torr, n = 1.06e+20 cm^-3
quenched from p* to 300 K: n = 2.440e+18 cm^-3
quenched exponent at p* = -0.1792
PASS
```
